# Why Wrapped Coordinates Give the Wrong Velocity Matrix in a Periodic Cell: test program

```python
"""
Result under test: on a periodic lattice the velocity matrix is
    v = W + L * J_b,   W = (i/hbar)[H, X],   J_b = (1/hbar) dH/dtheta,
where X holds site coordinates wrapped into one cell of length L = N*a,
theta is the Bloch twist psi(x+L) = exp(i theta) psi(x) placed on the
boundary bonds, and J_b is the particle current through the boundary.
W alone (the "wrapped" velocity) gives every boundary bond a displacement
wrong by L, has no diagonal elements between eigenstates, and spoils the
Kubo-Greenwood conductivity.
Units inside: energy eV, length nm; matrices called hv are hbar*velocity
in eV nm.  t = hopping, a = site spacing, w = full width of site disorder.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, expm

HBAR_EV_FS = const.hbar / const.e * 1e15
E2_OVER_HBAR = const.e**2 / const.hbar          # siemens
a, t, w = 0.23, 1.0, 2.0
rng = np.random.default_rng(12)


def ring(onsite, hops, theta):
    """Hamiltonian and hbar*velocity; hops maps range in sites to amplitude."""
    n_sites = len(onsite)
    h = np.diag(np.asarray(onsite, dtype=complex))
    hv = np.zeros((n_sites, n_sites), dtype=complex)
    for i in range(n_sites):
        for reach, amplitude in hops.items():
            for step in (reach, -reach):
                image, j = divmod(i + step, n_sites)
                element = amplitude * np.exp(1j * image * theta)
                h[i, j] += element
                hv[i, j] += 1j * element * step * a
    return h, hv


def wrapped_velocity(h, x):
    return 1j * (h * (x[None, :] - x[:, None]))


def expectation(op, states):
    return np.real(np.sum(states.conj() * (op @ states), axis=0))


def level_slopes(onsite, hops, theta, delta=1e-4):
    up = np.linalg.eigvalsh(ring(onsite, hops, theta + delta)[0])
    down = np.linalg.eigvalsh(ring(onsite, hops, theta - delta)[0])
    return len(onsite) * a * (up - down) / (2 * delta)


print(f"site spacing a = {a:.2f} nm, hopping t = {t:.1f} eV")
print(f"full width of site disorder w = {w:.1f} eV")

# Disordered ring: level slopes, boundary current, wrapped commutator
N, theta = 12, 0.7
L = N * a
x = a * np.arange(N)
nearest = {1: -t}
onsite = rng.uniform(-w / 2, w / 2, N)
h, hv = ring(onsite, nearest, theta)
hw = wrapped_velocity(h, x)
states = np.linalg.eigh(h)[1]
slopes = level_slopes(onsite, nearest, theta)
assert np.allclose(expectation(hv, states), slopes, atol=1e-5)
assert np.max(np.abs(slopes)) > 1e-3
assert np.max(np.abs(expectation(hw, states))) < 1e-11
d = 1e-4
boundary = (ring(onsite, nearest, theta + d)[0]
            - ring(onsite, nearest, theta - d)[0]) / (2 * d)
assert np.allclose(hv, hw + L * boundary, atol=1e-6)
assert np.allclose(expectation(L * boundary, states), slopes, atol=1e-5)
true_step = np.real(hv[N - 1, 0] / (1j * h[N - 1, 0]))
false_step = np.real(hw[N - 1, 0] / (1j * h[N - 1, 0]))
assert np.isclose(true_step - false_step, L)
print(f"ring: N = {N}, L = {L:.2f} nm, twist = {theta:.1f} rad")
print(f"boundary bond: true step {true_step:.2f} nm, "
      f"wrapped step {false_step:.2f} nm")
print(f"disordered ring: largest level velocity "
      f"{np.max(np.abs(slopes)) / HBAR_EV_FS:.4f} nm/fs")

# Clean ring: plane waves
h, hv = ring(np.zeros(N), nearest, theta)
hw = wrapped_velocity(h, x)
k = (theta + 2 * np.pi * np.arange(N)) / L
waves = np.exp(1j * np.outer(x, k)) / np.sqrt(N)
v_k = waves.conj().T @ hv @ waves
w_k = waves.conj().T @ hw @ waves
assert np.allclose(v_k, np.diag(2 * t * a * np.sin(k * a)), atol=1e-12)
predicted = 2 * t * a * np.abs(np.sin((k[:, None] + k[None, :]) * a / 2))
np.fill_diagonal(predicted, 0)
assert np.allclose(np.abs(w_k), predicted, atol=1e-12)
print(f"clean ring, ka = {k[2] * a:.4f}: true velocity "
      f"{v_k[2, 2].real / HBAR_EV_FS:.4f} nm/fs")
print(f"  wrapped velocity of that state "
      f"{abs(w_k[2, 2]) / HBAR_EV_FS:.4f} nm/fs")
print(f"  false wrapped element to next k "
      f"{abs(w_k[3, 2]) / HBAR_EV_FS:.4f} nm/fs (true: "
      f"{abs(v_k[3, 2]) / HBAR_EV_FS:.4f})")

# Moving packet on a long open chain against its copy folded into one cell
N = 40
cell = rng.uniform(-w / 2, w / 2, N)
long_h = (np.diag(np.tile(cell, 3)) - t * np.eye(3 * N, k=1)
          - t * np.eye(3 * N, k=-1))
sites = np.arange(3 * N)
offset = sites - (N - 0.5)
packet = np.exp(-offset**2 / 36 + 0.9j * sites) * (np.abs(offset) < 15)
packet /= np.linalg.norm(packet)
dt = 1e-3
forward = expm(-1j * long_h * dt)
later, earlier = forward @ packet, forward.conj().T @ packet
moved = np.sum(a * sites * (np.abs(later)**2 - np.abs(earlier)**2)) / (2 * dt)
folded = packet.reshape(3, N).sum(axis=0)[:, None]
h, hv = ring(cell, nearest, 0.0)
packet_v = expectation(hv, folded)[0]
packet_w = expectation(wrapped_velocity(h, a * np.arange(N)), folded)[0]
assert abs(moved - packet_v) < 1e-5
assert abs(moved - packet_w) > abs(moved)
print(f"packet on boundary of {N}-site cell (L = {N * a:.2f} nm):")
print(f"  velocity from its motion {moved / HBAR_EV_FS:.4f} nm/fs")
print(f"  image-resolved matrix {packet_v / HBAR_EV_FS:.4f} nm/fs, "
      f"wrapped {packet_w / HBAR_EV_FS:.4f} nm/fs")

# Total weight of the squared velocity
for N in (8, 16, 32):
    h, hv = ring(rng.uniform(-w / 2, w / 2, N), nearest, theta)
    hw = wrapped_velocity(h, a * np.arange(N))
    ratio = np.sum(np.abs(hw)**2) / np.sum(np.abs(hv)**2)
    assert np.isclose(ratio, N - 1)
    print(f"N = {N}: Tr W^2 / Tr v^2 = {ratio:.4f}")

# Hops longer than half the cell: minimum image is not enough
N = 5
onsite = rng.uniform(-w / 2, w / 2, N)
far_hops = {1: -t, 3: -0.3 * t}
h, hv = ring(onsite, far_hops, theta)
states = np.linalg.eigh(h)[1]
slopes = level_slopes(onsite, far_hops, theta)
x = a * np.arange(N)
gap = x[None, :] - x[:, None]
nearest_gap = gap - N * a * np.round(gap / (N * a))
minimum = expectation(1j * h * nearest_gap, states)
assert np.allclose(expectation(hv, states), slopes, atol=1e-5)
min_image_error = np.max(np.abs(minimum - slopes))
assert min_image_error > 1e-2
print(f"5-site cell with 3-site hops of {0.3 * t:.1f} eV: minimum-image "
      f"error up to {min_image_error / HBAR_EV_FS:.3f} nm/fs")

# Boltzmann reference from a fine k grid, Born scattering rate
n_k = 100
kx, ky, kz = [2 * np.pi * (np.arange(n_k) + s) / n_k for s in (.13, .41, .77)]
band = -2 * t * (np.cos(kx)[:, None, None] + np.cos(ky)[None, :, None]
                 + np.cos(kz)[None, None, :])
hvx2 = (2 * t * a * np.sin(kx)[:, None, None])**2
half_window = 0.5
inside = (np.abs(band) < half_window) / (2 * half_window)
dos = np.mean(inside)
mean_hvx2 = np.mean(hvx2 * inside) / dos
rate = 2 * np.pi * w**2 / 12 * dos
sigma_boltz = 2 * E2_OVER_HBAR * dos * mean_hvx2 / (rate * a**3) * 1e9
v_rms = np.sqrt(3 * mean_hvx2) / HBAR_EV_FS
path = np.sqrt(3 * mean_hvx2) / rate
print(f"density of states {dos:.4f} per eV, site and spin")
print(f"scattering rate hbar/tau = {rate:.3f} eV, "
      f"tau = {HBAR_EV_FS / rate:.2f} fs")
print(f"rms Fermi velocity {v_rms:.3f} nm/fs, mean free path {path:.2f} nm")
print(f"Boltzmann: sigma = {sigma_boltz / 1e6:.3f} MS/m, "
      f"resistivity = {1e8 / sigma_boltz:.1f} uOhm cm")

# Kubo-Greenwood conductivity with both velocity matrices
side = 5
widths = (0.05, 0.10)
levels = np.linspace(-half_window, half_window, 21)


def kubo(n_long, samples):
    """Conductivity (S/m), indexed [sample, broadening, true/wrapped]."""
    out = np.zeros((samples, len(widths), 2))
    x_all = np.repeat(a * np.arange(n_long), side**2)
    volume = n_long * side**2 * a**3
    eye_s, eye_x = np.eye(side), np.eye(n_long)
    for s in range(samples):
        twist = rng.uniform(0, 2 * np.pi, 3)
        hx, hvx = ring(np.zeros(n_long), nearest, twist[0])
        hy = ring(np.zeros(side), nearest, twist[1])[0]
        hz = ring(np.zeros(side), nearest, twist[2])[0]
        cross = np.kron(hy, eye_s) + np.kron(eye_s, hz)
        h = np.kron(hx, np.eye(side**2)) + np.kron(eye_x, cross)
        h += np.diag(rng.uniform(-w / 2, w / 2, len(h)))
        energy, u = eigh(h, subset_by_value=(-1.1, 1.1))
        pair = (np.kron(hvx, np.eye(side**2)), wrapped_velocity(h, x_all))
        for c, op in enumerate(pair):
            squared = np.abs(u.conj().T @ (op @ u))**2
            for b, width in enumerate(widths):
                g = np.exp(-(levels[:, None] - energy)**2 / (2 * width**2))
                g /= np.sqrt(2 * np.pi) * width
                total = np.sum((g @ squared) * g) / len(levels)
                out[s, b, c] = (2 * np.pi * E2_OVER_HBAR * total
                                / volume * 1e9)
    return out


print(f"Kubo cells {side} x {side} x N; Fermi levels averaged over "
      f"+-{half_window:.1f} eV")
ratios = []
for n_long, samples in ((8, 32), (16, 16), (32, 8)):
    data = kubo(n_long, samples)
    mean = data.mean(axis=0)
    error = data[:, 0, 0].std(ddof=1) / np.sqrt(samples)
    ratios.append(mean[:, 1] / mean[:, 0])
    assert abs(mean[0, 0] / sigma_boltz - 1) < 0.25  # finite cells, broadening
    print(f"N = {n_long}, L = {n_long * a:.2f} nm, {samples} samples, "
          f"std error {100 * error / mean[0, 0]:.1f} %")
    for b, width in enumerate(widths):
        print(f"  broadening {width:.2f} eV: resistivity true "
              f"{1e8 / mean[b, 0]:.1f}, wrapped {1e8 / mean[b, 1]:.0f} "
              f"uOhm cm; sigma ratio {ratios[-1][b]:.4f}")
ratios = np.array(ratios)
assert np.all(ratios[:, 0] < 0.5)
assert np.all(np.diff(ratios[:, 0]) > 0)
assert np.all(ratios[:, 1] > 1.5 * ratios[:, 0])

# Sizes of neglected effects for a line in use
temperature, line_width = 378.0, 10.0
coupling, reflectivity = 0.1, 0.3               # rough inputs for copper
kt = const.k * temperature / const.e
thermal = 1 / (4 * kt * np.cosh(band / (2 * kt))**2)
thermal_hvx2 = np.mean(hvx2 * thermal) / np.mean(thermal)
phonon_rate = 2 * np.pi * coupling * kt
surface = 0.75 * path / line_width
grain = 1.5 * path / line_width * reflectivity / (1 - reflectivity)
k_fermi = (3 * np.pi**2)**(1 / 3) / a
v_free = const.hbar * k_fermi * 1e9 / const.m_e * 1e-6
print(f"use temperature {temperature:.0f} K, kT = {kt:.4f} eV; "
      f"line width and grain size {line_width:.0f} nm")
print(f"rough inputs: phonon coupling {coupling:.1f}, "
      f"grain reflectivity {reflectivity:.1f}")
print(f"phonon rate {phonon_rate:.4f} eV, adds "
      f"{100 * phonon_rate / rate:.1f} % to resistivity")
print(f"thermal window instead of +-{half_window:.1f} eV: sigma changes by "
      f"{100 * (thermal_hvx2 / mean_hvx2 - 1):.1f} %")
print(f"diffuse surfaces add {100 * surface:.1f} %, "
      f"grain boundaries {100 * grain:.1f} %")
print(f"free-electron Fermi velocity at this density {v_free:.3f} nm/fs, "
      f"model/free = {v_rms / v_free:.3f}")
print(f"k_F times mean free path = {k_fermi * path:.1f}")
print("all tests passed")
```

Printed output:

```
site spacing a = 0.23 nm, hopping t = 1.0 eV
full width of site disorder w = 2.0 eV
ring: N = 12, L = 2.76 nm, twist = 0.7 rad
boundary bond: true step 0.23 nm, wrapped step -2.53 nm
disordered ring: largest level velocity 0.3354 nm/fs
clean ring, ka = 1.1055: true velocity 0.6246 nm/fs
  wrapped velocity of that state 0.0000 nm/fs
  false wrapped element to next k 0.6844 nm/fs (true: 0.0000)
packet on boundary of 40-site cell (L = 9.20 nm):
  velocity from its motion 0.5399 nm/fs
  image-resolved matrix 0.5399 nm/fs, wrapped -2.3319 nm/fs
N = 8: Tr W^2 / Tr v^2 = 7.0000
N = 16: Tr W^2 / Tr v^2 = 15.0000
N = 32: Tr W^2 / Tr v^2 = 31.0000
5-site cell with 3-site hops of 0.3 eV: minimum-image error up to 0.925 nm/fs
density of states 0.1427 per eV, site and spin
scattering rate hbar/tau = 0.299 eV, tau = 2.20 fs
rms Fermi velocity 0.923 nm/fs, mean free path 2.03 nm
Boltzmann: sigma = 2.352 MS/m, resistivity = 42.5 uOhm cm
Kubo cells 5 x 5 x N; Fermi levels averaged over +-0.5 eV
N = 8, L = 1.84 nm, 32 samples, std error 3.3 %
  broadening 0.05 eV: resistivity true 40.6, wrapped 24725 uOhm cm; sigma ratio 0.0016
  broadening 0.10 eV: resistivity true 48.0, wrapped 5997 uOhm cm; sigma ratio 0.0080
N = 16, L = 3.68 nm, 16 samples, std error 2.3 %
  broadening 0.05 eV: resistivity true 41.7, wrapped 2965 uOhm cm; sigma ratio 0.0141
  broadening 0.10 eV: resistivity true 46.6, wrapped 714 uOhm cm; sigma ratio 0.0653
N = 32, L = 7.36 nm, 8 samples, std error 2.4 %
  broadening 0.05 eV: resistivity true 44.3, wrapped 274 uOhm cm; sigma ratio 0.1616
  broadening 0.10 eV: resistivity true 49.1, wrapped 82 uOhm cm; sigma ratio 0.5974
use temperature 378 K, kT = 0.0326 eV; line width and grain size 10 nm
rough inputs: phonon coupling 0.1, grain reflectivity 0.3
phonon rate 0.0205 eV, adds 6.8 % to resistivity
thermal window instead of +-0.5 eV: sigma changes by 0.6 %
diffuse surfaces add 15.2 %, grain boundaries 13.1 %
free-electron Fermi velocity at this density 1.557 nm/fs, model/free = 0.593
k_F times mean free path = 27.3
all tests passed
```
